# The spin-voltaic factor of a magnetic p–n junction

A p–n junction under forward bias sends electrons from its n-region over a barrier into its p-region. Suppose the p-region is magnetic, so that its conduction band is split by spin, while the n-region is nonmagnetic but has been given a spin polarization from outside, by light or by a magnetic contact. Electrons of one spin then face a lower barrier than electrons of the other, and the n-region supplies the two spins in unequal numbers. The current should therefore depend on whether the injected spin matches the favoured sub-band.

Call the spin of the lower p-side sub-band "up", $\sigma=+1$, and the other "down", $\sigma=-1$. Any polarization is

$$P=\frac{n_\uparrow-n_\downarrow}{n_\uparrow+n_\downarrow},\qquad n_\sigma=\frac n2(1+\sigma P).$$

The second relation follows by adding and subtracting $n=n_\uparrow+n_\downarrow$ and $nP=n_\uparrow-n_\downarrow$. All spins are collinear. Let the p-side sub-bands lie at $E_p-\sigma\zeta$, a total splitting $2\zeta$. For nondegenerate electrons the equilibrium populations are proportional to $e^{\sigma\zeta/kT}$, so the equilibrium p-side polarization is

$$P_0=\frac{e^{\zeta/kT}-e^{-\zeta/kT}}{e^{\zeta/kT}+e^{-\zeta/kT}}=\tanh\frac{\zeta}{kT}.$$

With $n_{p0}$ the total equilibrium minority density, $n_{p0\sigma}=n_{p0}(1+\sigma P_0)/2$.

On the n-side both spins have the band edge $E_n$. In equilibrium $n_{n0\sigma}=n_n/2$; with injected spin, the density at the edge of the depletion layer is $n_{n\sigma}=n_n(1+\sigma P_n)/2$. The same total $n_n$ appears in both expressions because, at low injection, charge neutrality fixes it. This survives partial ionization of the donors: the ratio of occupied to ionized donors is proportional to $e^{\mu_\uparrow/kT}+e^{\mu_\downarrow/kT}$, hence to $n_\uparrow+n_\downarrow$, and is blind to the polarization.

The two edges are connected by assuming that the quasi-chemical potential $\mu_\sigma$ of each spin is flat across the thin depletion layer. This requires the layer to conduct each spin easily compared with the rate at which the p-region removes it, and spin flips inside it to be few. Since $n_\sigma\propto e^{(\mu_\sigma-E_\sigma)/kT}$, a common $\mu_\sigma$ cancels from the ratio of edge densities. Let $\Delta$ be the equilibrium value of $E_p-E_n$. A forward bias $V$, with $q$ the elementary charge, lowers it to $\Delta-qV$. Therefore

$$\frac{n_{p\sigma}}{n_{n\sigma}}=e^{-(\Delta-qV-\sigma\zeta)/kT},\qquad \frac{n_{p0\sigma}}{n_{n0\sigma}}=e^{-(\Delta-\sigma\zeta)/kT}.$$

Dividing the first by the second removes both $\Delta$ and $\zeta$:

$$n_{p\sigma}=n_{p0\sigma}\,e^{qV/kT}\,\frac{n_{n\sigma}}{n_{n0\sigma}}
=\frac{n_{p0}}2\,e^{qV/kT}(1+\sigma P_0)(1+\sigma P_n).$$

Because $\sigma^2=1$, the product is $1+P_0P_n+\sigma(P_0+P_n)$. In the sum over spin the terms odd in $\sigma$ cancel, and

$$\boxed{\,n_p=n_{p0}\,e^{qV/kT}\,(1+P_0P_n)\,}$$

The difference of the two spin densities gives the polarization at the p-side edge,

$$P_p=\frac{P_0+P_n}{1+P_0P_n}.$$

The product $P_0P_n$ is a correlation: the average Boltzmann weight rises when the more numerous spins are also those with the lower barrier. If either polarization vanishes, the injected density is the ordinary one. If both approach one the density doubles, and if they approach $+1$ and $-1$ it tends to zero, because the occupied spin channel is then the one with a vanishing share of the p-side equilibrium density.

The word "nonmagnetic" carries weight here. If the n-side has an equilibrium polarization $P_{0n}$, then $n_{n0\sigma}=n_n(1+\sigma P_{0n})/2$, and the factor becomes

$$F=\frac12\left[\frac{(1+P_0)(1+P_n)}{1+P_{0n}}+\frac{(1-P_0)(1-P_n)}{1-P_{0n}}\right].$$

Over the common denominator $1-P_{0n}^2$, half the sum of the numerators is $1+P_0P_n-P_{0n}(P_0+P_n)$. Subtracting $1-P_{0n}^2$ leaves $P_0P_n-P_{0n}P_0-P_{0n}P_n+P_{0n}^2$, which factorizes, so that

$$F=1+\frac{(P_0-P_{0n})(P_n-P_{0n})}{1-P_{0n}^2}.$$

What counts is the contrast in equilibrium polarization and the departure of the n-side from its own equilibrium. For $P_{0n}=0$ the boxed factor returns.

To obtain the current, let $x$ run into a long neutral p-region from its depletion edge. Take the same diffusivity $D$ and recombination time $\tau$ for both spins, and let spin relax in a time $\tau_s$ towards the local equilibrium polarization. With $s=n_\uparrow-n_\downarrow$, the steady state obeys

$$D\,n_\sigma''=\frac{n_\sigma-n_{p0\sigma}}{\tau}+\sigma\,\frac{s-P_0n}{2\tau_s}.$$

Spin flips move electrons between the channels without removing any, so the last term cancels in the sum:

$$D\,n''=\frac{n-n_{p0}}{\tau}.$$

The solution that returns to equilibrium far away is $n-n_{p0}=(n_p-n_{p0})e^{-x/L}$, with $L=\sqrt{D\tau}$. The electron flux at the edge is $-Dn'(0)=D(n_p-n_{p0})/L$. Counting forward current as positive,

$$J_e=J_s\left[e^{qV/kT}(1+P_0P_n)-1\right],\qquad J_s=\frac{qDn_{p0}}L.$$

The factor multiplies the forward term alone. The $-1$ represents thermally generated p-side electrons going back, and under strong reverse bias it is all that remains, whatever the value of $P_n$. At zero bias

$$J_e(0)=J_sP_0P_n,$$

which reverses when either polarization reverses.

Holes add a current. If their spins are relaxed on the n-side, their edge density there is the ordinary $p_{n0}e^{qV/kT}$, and their current is $rJ_s(e^{qV/kT}-1)$, where $r$ is the hole-to-electron current ratio at $P_n=0$. Setting the total current to zero gives the open-circuit voltage

$$V_{\rm oc}=-\frac{kT}{q}\ln\left(1+\frac{P_0P_n}{1+r}\right).$$

For $P_0P_n>0$ and $V_{\rm oc}<V<0$, the current is positive while the voltage is negative, so the junction delivers electrical power. It can do so because an outside agent maintains $P_n$, that is, $\mu_\uparrow\neq\mu_\downarrow$.

Well into forward bias both $-1$ terms may be dropped. At fixed voltage, injected polarizations of the two signs then change the total current by $\pm P_0P_n/(1+r)$ relative to its value at $P_n=0$. If instead the total current is held fixed, the voltages $V_\pm$ for injected polarizations $\pm P_n$ satisfy $e^{qV_+/kT}(1+r+P_0P_n)=e^{qV_-/kT}(1+r-P_0P_n)$, so

$$V_--V_+=\frac{kT}q\ln\frac{1+r+P_0P_n}{1+r-P_0P_n}.$$

The polarization in these formulas is the one at the depletion edge, not at the source of spin. Let a contact hold the polarization $P_c$ at a distance $w$ from that edge. In the neutral n-region, with diffusivity $D_n$ and spin lifetime $\tau_{sn}$, diffusion gives $P''=P/L_s^2$ with $L_s=\sqrt{D_n\tau_{sn}}$. Here $\tau_{sn}$ is an effective lifetime: it counts all the spin lost per free electron, including spin lost on neutral donors that exchange it with the band. Few electrons cross the barrier, so the spin current at the junction is small and $P'\approx0$ there. With $y$ the distance from the contact, the solution is $P=P_c\cosh[(w-y)/L_s]/\cosh(w/L_s)$, and

$$P_n=\frac{P_c}{\cosh(w/L_s)}.$$

If the n-side has its own equilibrium polarization, the same law holds for the departures $P_n-P_{0n}$ and $P_c-P_{0n}$.

As an example take p-type (Cd,Mn)Te on n-type (Cd,Mg)Te, with the magnesium content chosen to match the band edges, at 77 K in a field of 5 T along the current and the spins. The material values are rough typical ones. Manganese matters because exchange with its spins magnifies the Zeeman splitting. For spin $5/2$ and an effective temperature of $77+3$ K, the Brillouin function gives a mean manganese spin of 0.2438. With an active manganese fraction of 0.05 and an exchange energy of 0.22 eV, the exchange splitting is

$$0.05\times0.22\ \text{eV}\times0.2438=2.68\ \text{meV}.$$

The band's own Zeeman splitting, with $|g|=1.2$, opposes it by 0.35 meV and leaves $2\zeta=2.335$ meV. As $kT=6.635$ meV,

$$P_0=\tanh\frac{2.335}{2\times6.635}=0.174.$$

The contact polarization is set to 0.5 at $w=1000$ nm, and $L_s=1629$ nm, so $P_n=0.5/\cosh(0.614)=0.419$. Hence $P_0P_n=0.0729$. An electron current density of 0.300 A/cm² at $P_n=0$ becomes 0.322 or 0.278 A/cm² for the two signs of injected spin, at fixed voltage.

The hole current requires the equilibrium densities. If $n_i^2$ is the unsplit equilibrium product, the n-side has $p_{n0}=n_i^2/n_n$. On the p-side, splitting raises the Boltzmann sum of the electrons by $\cosh(\zeta/kT)=1.016$. It raises that of the holes by $C=\tfrac12[\cosh h+\cosh(h/3)]=1.19$, where $\pm h$ and $\pm h/3$ are the heavy- and light-hole shifts in units of $kT$, given equal weight, and $h=0.81$. So $n_{p0}=n_i^2C\cosh(\zeta/kT)/p_p$, with $p_p$ the free-hole density. With hole diffusivity $D_h$, diffusion length $L_h$ and a contact at $w$ that removes excess holes,

$$r=\frac{(D_h/L_h)\coth(w/L_h)}{D/L}\;\frac{p_p}{n_n\,C\cosh(\zeta/kT)}=0.375.$$

Here $n_n=8.5\times10^{15}$ and $p_p=9.7\times10^{15}$ cm⁻³ after carrier freeze-out, taking the acceptor level to split in the same way as the hole bands. Splitting of the hole bands thus alters $n_{p0}$ and $r$, but not the factor. The hole shifts used here are those at the band centre; mixing of heavy and light holes away from it, ignored here, makes $C$ smaller and $r$ somewhat larger. The total-current signal is $0.0729/1.375=0.053$, and the voltage shift on spin reversal at fixed total current is

$$6.635\ \text{mV}\times\ln\frac{1.375+0.0729}{1.375-0.0729}=0.70\ \text{mV}.$$

The forward bias is about 1.6 V, a value tied to the rough gap of 1.7 eV. The electron saturation current density is of order $10^{-106}$ A/cm², so the zero-bias current, although present in the formula, cannot be observed in this junction. Seeing it would need a much larger equilibrium minority density, and hence a much narrower gap. Heating also raises that density, but it lowers $P_0$, and with a gap of 1.7 eV even room temperature is far from enough.

The flat-potential assumption can be tested by solving the drift-diffusion equations for both spins through the n-region, the depletion layer and the p-region, with spin relaxation throughout. Six cases were run with an equilibrium barrier of $12\,kT$ and contact polarizations of $\pm0.8$. Five had a nonmagnetic n-side and $\zeta=\pm kT$, at biases of $0$, $-2$ and $+3\,kT/q$. The sixth had half-splittings of $-0.7\,kT$ on the p-side and $0.4\,kT$ on the n-side, at $+3\,kT/q$. The largest error was 2.6% of the factor's departure from one. For the (Cd,Mn)Te junction the same solution gives a relative electron-current signal of 0.0708 instead of 0.0729, and a voltage shift of 0.68 mV instead of 0.70 mV. It takes all dopants in the depletion layer as ionized, and it includes the finite resistance of that layer, spin flips inside it and the small spin current into the p-region; their separate shares were not determined. With a self-consistent potential that includes the incomplete ionization of donors and acceptors, about a third of the band bending moves to the p-side and the signal becomes 0.0714, so the third digit depends on this assumption. The full list of values is in the numerical output.

Larger corrections come from effects outside the ideal model. The band's own Zeeman splitting gives the n-side $P_{0n}=-0.026$. This looks negligible, but it enters through the contrast $P_0-P_{0n}=0.200$, which is 15% larger than $P_0$. The full solution with this polarization included gives a signal larger by 14.6%. For the signal on spin reversal, an n-region counts as nonmagnetic when $|P_{0n}|\ll|P_0|$, which is stricter than $|P_{0n}|\ll1$. The boxed factor for a single sign of injected spin also needs $|P_{0n}|\ll|P_n|$.

Equal lifetimes for the two spins are also doubtful, because the p-side holes are polarized. If all recombination were radiative, dipole weights 3:2:1 for the allowed transitions would give rates $(1+\sigma\kappa)/\tau$ with $\kappa=0.42$ for the band-centre hole shifts; mixing of heavy and light holes makes $\kappa$, and with it the correction below, smaller. The effect on the signal can be estimated. Write $n_p^{*}=n_{p0}e^{qV/kT}$. The excess spin density at the p-side edge is

$$s-P_0n_p=n_p^{*}\left[P_0+P_n-P_0(1+P_0P_n)\right]=n_p^{*}P_n(1-P_0^2).$$

It decays over roughly the p-side spin diffusion length $L_{sp}=\sqrt{D\tau_s}$, and while it lasts it adds a recombination flux of about $\kappa n_p^{*}P_n(1-P_0^2)L_{sp}/\tau$. The ordinary spin signal in the flux is $P_0P_nn_p^{*}D/L=P_0P_nn_p^{*}L/\tau$. The ratio is

$$\frac{\kappa L_{sp}(1-P_0^2)}{LP_0}\approx0.23,$$

since $L_{sp}/L=\sqrt{0.01\ \text{ns}/1\ \text{ns}}=0.1$. The estimate takes $L_{sp}\ll L$ and ignores the change in the mean recombination rate; the full solution gives an increase of 20% with all dopants in the depletion layer ionized, and about 23% with the self-consistent potential and a rate proportional to the local hole density. Fast p-side spin relaxation, with $L_{sp}\ll LP_0$, would make the correction small.

If traps dominate instead, recombination inside the depletion layer adds an estimated 0.13 of the unpolarized electron current. Treated as independent of spin, it lowers the total signal from 0.053 to $0.0729/(1.375+0.129)=0.048$. The estimate uses the peak field of a layer in which all dopants are ionized. Incomplete ionization of the acceptors widens the layer and weakens the field, and the field is below its peak where this recombination is strongest. The true share would therefore be larger. Recombination on the magnetic side of the layer, however, itself increases with $1+P_0P_n$, which works against the loss of signal, so 0.048 is only a rough estimate. A solution with the self-consistent potential and midgap traps of 1 ns lifetime throughout gives a total current of 1.63 instead of 1.50 times the ideal unpolarized electron current, an excess of about 0.25 over $1+r$, and a signal of 0.046.

Electrons also cross the barrier at a finite emission velocity $v$. With the same $v$ for both spins, the net flux of each is $v(n_{p\sigma}^{\rm flat}-n_{p\sigma})$, where "flat" marks the density derived above. Summing over spin and, well into forward bias, equating the result to $Dn_p/L$ gives $n_p=n_p^{\rm flat}/(1+D/Lv)$. Here $D/Lv=0.027$, so the current falls by about 3%, but by the same proportion for every $P_n$, and the factor survives. The excess spin drains faster, over $L_{sp}$ instead of $L$, and is divided by $1+D/L_{sp}v=1.27$. This alone lowers the p-side edge polarization from the 0.55 of the flat-potential formula to about 0.48. Spin flips on the magnetic side of the depletion layer, which acceptor freeze-out widens, lower it further. A measurement of that polarization would test the assumption more severely than the current does.

The remaining effects are smaller. Degeneracy of the n-side electrons raises the signal by 2.4% at fixed density, and the injected density is 0.2% of the hole density. The Landau-level spacing is $0.87\,kT$, which is not small, but for equal masses it changes the density of states of both spins on both sides by one common factor, which cancels from the spin factor. It can change $r$ slightly, through the ionization of the donors. The junction field is only of order 0.01 MV/cm, and there is no thin barrier to tunnel through, because the top of the electron barrier continues as the p-side band edge.

In a real junction of this kind both the contact polarization, which was assumed here, and the spin lifetime of the n-region are uncertain. The electron signal is proportional to the first and depends on the second through $\cosh(w/L_s)$: a lifetime of 0.1 ns instead of 1 ns would lower $P_n$ from 0.419 to 0.141. Holding the contact polarization at 0.5 takes a spin current, in electrical units, of $qn_nD_n(P_c/L_s)\tanh(w/L_s)\approx61$ A/cm². The junction current, about 0.4 A/cm² with the holes included, could not supply this even if it were fully polarized. The polarization must therefore be maintained by a separate, much larger current through the magnetic contact. That current should leave the n-region without crossing the stretch between contact and junction, where 61 A/cm² would add an ohmic voltage of about 1 mV, more than the shift of 0.70 mV. The voltages calculated here are those across the junction itself; one read at the magnetic contact can also include a spin-dependent voltage of that contact. Light is poorly suited to this example. In an unstrained bulk crystal of this type, band-to-band excitation creates electrons with a polarization of at most about 0.5, and spin relaxation and the unpolarized electrons already present keep the steady value below that. The holes created with them would also add a photocurrent that the formulas above omit. The acceptor level is deep for 77 K: of $10^{18}$ acceptors per cm³ only about 1% supply free holes, so $r$ is sensitive to the acceptor depth and to any compensating donors. Imperfect matching of the band edges can change $r$, through the equilibrium minority densities on the two sides, but leaves the factor intact, provided each $\mu_\sigma$ stays flat. An interface spike that limits the flow breaks that condition, and its effect on the signal has not been estimated here.

## Values computed for the example and the checks

```
Solver tests, equilibrium barrier 12 kT
V=0, P0=+0.762, Pn=+0.670: J/Jsat solver +0.5020, formula +0.5101
V=0, P0=+0.762, Pn=-0.670: J/Jsat solver -0.5020, formula -0.5101
V=0, P0=-0.762, Pn=+0.670: J/Jsat solver -0.5020, formula -0.5101
largest error of (factor - 1), all six cases: 2.61 %
Inputs (rough typical values)
T 77 K, B 5 T, active Mn 0.05, Mn T shift 3 K
N0alpha 0.22 eV, |N0beta| 0.88 eV, |g| 1.2
masses 0.1, 0.6 me; permittivity 10; gap 1.7 eV
donors 2.0e+16, acceptors 1.0e+18 cm^-3
donor, acceptor levels 14, 55 meV
mobilities: n-side e 4000, p-side e 2000, holes 300 cm2/Vs
lifetimes: electron 1, hole 1 ns
spin lifetimes: n-side 1, p-side 0.01 ns
n-side length 1000 nm, contact polarization 0.5
unpolarized electron current density: 0.3 A/cm2
Worked example
kT: 6.635 meV
mean Mn spin: 0.2438
exchange splitting: 2.682 meV
net p-side splitting: 2.335 meV
P0: 0.1742
n-side spin diffusion length: 1629 nm
p-side electron diffusion length: 1152 nm
Pn: 0.4186
P0*Pn: 0.0729
factor for +Pn, -Pn: 1.0729, 0.9271
electron current for +Pn, -Pn: 0.3219, 0.2781 A/cm2
half-difference/mean: formula 0.07290, solver 0.07080
p-edge polarization: formula 0.5525, solver 0.5403
free electrons (n-side), holes (p-side): 8.487e+15, 9.713e+15 cm^-3
minority density at p-edge, Pn=0: 1.625e+13 cm^-3
remaining barrier 41.63 meV = 6.27 kT
depletion width: 48.44 nm
hole/electron current ratio r: 0.3749
total-current signal P0*Pn/(1+r): 0.05302
voltage shift on spin reversal: formula 0.7043, solver 0.6838 mV
forward bias: 1.607 V
log10 of electron saturation current in A/cm2: -105.7
Neglected effects
n-side equilibrium polarization: -0.02616
signal change from it: 14.6 %
recombination spin asymmetry, all radiative: 0.4159
signal change from it: 20.0 %
depletion trap current / J0: 0.1287
signal change from degeneracy: 2.4 %
injection level n_edge/p: 0.001673
(D/L)/emission velocity, density: 0.02673
(D/Ls)/emission velocity, p-edge spin: 0.2673
Landau spacing/kT: 0.8724
peak junction field: 0.01719 MV/cm
```
